\section*{Coalescence stress of metal islands: energy bound and zipping path}

\section*{What the energy balance can decide}

\textbf{Q.} Two metal islands grow until a narrow gap separates them. They snap together, lose two free surfaces, gain a grain boundary and are left stretched. I would set the surface energy released equal to the elastic energy and read off the stress. Is that a derivation?

\textbf{A.} It is half of one. If the gap is given, elasticity fixes the stress, and the surface energies do not enter. What they decide is whether a gap of that width can close. Equating the energies therefore finds the widest gap for which the closed state is no higher in energy than the open one. A narrower gap would also lower the energy by closing, and it would leave less stress.

\textbf{Q.} Then define the islands before you bound anything.

\textbf{A.} Take equal square islands in a periodic array of period $L$, with height $h$ and flat tops. The unstressed gap between facing walls is $\delta(z)\ll L$, where $z$ is the height above the substrate. Each island is linear elastic, isotropic and stress-free before closure, with Young modulus $E$ and Poisson ratio $\nu$. The base may be bonded to a thick substrate. Tension is positive, and film stress means $\sigma_{xx}$ averaged over the island volume.

Let $\gamma_s$ be the energy per area of a free wall and $\gamma_{gb}$ that of the boundary. Closure removes four walls of area $Lh$ per island. It creates four boundaries of the same area, each shared by two islands. The energy released per island is
\begin{equation}
4Lh\gamma_s-\tfrac12\,4Lh\gamma_{gb}=2Lh\,\Gamma,\qquad \Gamma=2\gamma_s-\gamma_{gb}.
\end{equation}
If $\Gamma\le0$, nothing pays for any strain and the gap stays open.

\section*{Stress from the gap}

\textbf{Q.} The island is glued down at its base. Its strain must be badly non-uniform, so how can you give a stress without solving for the whole field?

\textbf{A.} The average needs less than the field. On closure each wall moves outward by $\delta/2$. At height $z$ the strain averaged over the horizontal section is
\begin{equation}
\bar\varepsilon_{xx}=\frac1{L^2}\int dy\int dx\,\frac{\partial u_x}{\partial x}
=\frac1{L^2}\int dy\left[\frac{\delta}{2}-\left(-\frac{\delta}{2}\right)\right]=\frac{\delta(z)}{L}.
\end{equation}
The width $L-\delta$ has been replaced by $L$, which is correct to first order in $\delta/L$. The interior displacement has dropped out. The same holds for $\bar\varepsilon_{yy}$.

\textbf{Q.} Strain is not stress. Hooke's law also contains $\sigma_{zz}$, and near a clamped base that is surely not zero.

\textbf{A.} It is not zero point by point, but its average over each section is. Consider the part of the island above height $z$. Its top is free. A closed wall is a mirror plane between equal islands. By reflection, the vertical traction that the left island exerts on the right one equals the one that the right exerts on the left. By action and reaction the two are opposite, so both vanish. With no vertical force on the top or the walls, the force through the section must vanish too: $\bar\sigma_{zz}(z)=0$. The slight tilt of the walls is neglected, as it gives a correction of higher order in the gap.

The two in-plane directions are equivalent, so $\bar\sigma_{xx}=\bar\sigma_{yy}$. Averaging Hooke's law gives
\begin{equation}
\frac{\delta}{L}=\frac{\bar\sigma_{xx}-\nu(\bar\sigma_{yy}+\bar\sigma_{zz})}{E}
=\frac{(1-\nu)\bar\sigma_{xx}}{E}.
\end{equation}
Hence
\begin{equation}
\bar\sigma_{xx}(z)=\frac{M\delta(z)}{L},\qquad M=\frac{E}{1-\nu},
\label{eq:law}
\end{equation}
and the film stress is $\bar\sigma=M\langle\delta\rangle/L$, with $\langle\cdot\rangle$ the average over height. Clamping the base redistributes the stress within a section without changing its mean.

\textbf{Q.} That sounds too convenient. What would make it fail?

\textbf{A.} Shear on the walls. If $\bar\sigma_{zz}$ is kept, the same algebra gives
\begin{equation}
\bar\sigma_{xx}=M\frac{\delta}{L}+\frac{\nu}{1-\nu}\,\bar\sigma_{zz}.
\end{equation}
A stretched island wants to become shorter. If its walls cannot slide vertically, they hold it up, $\bar\sigma_{zz}$ becomes tensile, and the in-plane stress rises.

A three-dimensional finite-element solution tests both statements, for $\nu=0.24$, $h=L/2$, a clamped base and a wedge gap that grows linearly from zero at the base. With free vertical sliding, the stress of every layer agrees with its mean wall closure to $2\times10^{-12}$, in units of $M$ times the top gap over $L$. This holds for the fully closed island and for one closed to half its height. With the walls pinned vertically, the mean stress is 1.14 times the value from Eq.~\eqref{eq:law}. Unequal neighbours, which lack the mirror plane, can exert such shear on each other.

\section*{The bound}

\textbf{Q.} Now the elastic energy. Here the clamped base must matter.

\textbf{A.} It does, and it can be bounded from one side. Let $w(\varepsilon)$ be the elastic energy density, a positive quadratic function of strain. Write the strain in a section as its mean plus a deviation. The cross term averages to zero, so
\begin{equation}
\overline{w(\varepsilon)}=w(\bar\varepsilon)+\overline{w(\varepsilon-\bar\varepsilon)}\ge w(\bar\varepsilon).
\end{equation}
The mean has $\bar\varepsilon_{xx}=\bar\varepsilon_{yy}=e=\delta/L$. For these values $w$ is least when its derivatives with respect to the other strain components vanish. Those derivatives are the stresses $\sigma_{zz}$ and the shears, so the minimum is plane stress with $\sigma_{xx}=\sigma_{yy}=Me$:
\begin{equation}
w_{\min}=\tfrac12(\sigma_{xx}e+\sigma_{yy}e)=Me^2 .
\end{equation}
Multiplying by the area $L^2$ and integrating over height,
\begin{equation}
U\ge\int_0^h L^2M\frac{\delta^2}{L^2}\,dz=Mh\langle\delta^2\rangle .
\label{eq:energy}
\end{equation}
Strain energy in the substrate can only add to $U$.

\textbf{Q.} And the balance?

\textbf{A.} Suppose the closed state was reached from the open one without a net supply of energy. Then $U\le2Lh\Gamma$, and Eq.~\eqref{eq:energy} gives
\begin{equation}
\langle\delta^2\rangle\le\frac{2L\Gamma}{M}\equiv\Delta_c^2 .
\end{equation}
A variance is not negative, so $\langle\delta\rangle^2\le\langle\delta^2\rangle$. Therefore
\begin{equation}
\bar\sigma=\frac{M\langle\delta\rangle}{L}\le\frac{M\Delta_c}{L}
=\frac ML\sqrt{\frac{2L\Gamma}{M}}=\sqrt{\frac{2M\Gamma}{L}}\equiv\sigma^* .
\label{eq:bound}
\end{equation}
This holds for any gap profile and any elastic bonding at the base, within the model stated above.

\textbf{Q.} What if the walls close only up to a height $a<h$?

\textbf{A.} The open walls carry no traction, so both averages survive if $\delta$ is replaced by the actual mean closure $c(z)$. The released energy is now $2La\Gamma$. Hence $Mh\langle c^2\rangle\le2La\Gamma$ and $\bar\sigma\le\sigma^*\sqrt{a/h}$, which is a tighter bound.

\textbf{Q.} Can the bound be attained, or is it merely safe?

\textbf{A.} Take a uniform gap $\Delta$ and a base that slides sideways without friction. The displacement
\begin{equation}
u_x=\frac{\Delta}{L}x,\qquad u_y=\frac{\Delta}{L}y,\qquad u_z=-\frac{2\nu}{1-\nu}\frac{\Delta}{L}z
\end{equation}
has uniform strain and $\sigma_{zz}=0$, so it meets every boundary condition. Both inequalities become equalities, and at $\Delta=\Delta_c$ the stress is $\sigma^*$.

\textbf{Q.} The formula diverges for small islands.

\textbf{A.} There the model has already failed. The strain at the bound is $\Delta_c/L=\sqrt{2\Gamma/(ML)}$, and linear elasticity needs it to be small, so $L$ must be much larger than $2\Gamma/M$. For large islands at fixed $M$ and $\Gamma$ the bound falls as $L^{-1/2}$, because the boundary area per volume falls as $1/L$.

\section*{Which gap actually closes}

\textbf{Q.} Real gaps are not uniform and real bases do not slide. What does equality of energies give then?

\textbf{A.} Let $\Delta$ be the gap at the top of a wedge. Since the problem is linear, $U=\kappa M\Delta^2h$, where the number $\kappa$ depends on shape, base and $\nu$. Equality with the surface gain means
\begin{equation}
\kappa M\Delta^2h=2Lh\Gamma\;\Rightarrow\;\Delta=\frac{\Delta_c}{\sqrt\kappa},
\qquad
\bar\sigma_{\rm eq}=\frac{M}{L}\frac{\Delta}{2}=\frac{\sigma^*}{2\sqrt\kappa},
\end{equation}
because $\langle\delta\rangle=\Delta/2$. Equation~\eqref{eq:energy} requires $\kappa\ge\langle\delta^2\rangle/\Delta^2=1/3$, so $\bar\sigma_{\rm eq}\le0.866\,\sigma^*$. For the clamped wedge with $h=L/2$ the computed value is $\kappa=0.368$, which gives $0.825\,\sigma^*$. The excess of $\kappa$ over $1/3$ is the cost of strain that varies within each horizontal section.

With the same $h/L$ and clamped base, a gap growing as $z^2$ gives $0.70\,\sigma^*$ and one growing as $\sqrt z$ gives $0.87\,\sigma^*$. Of these three profiles, $\sqrt z$ comes closest to the bound. A still more uniform gap need not do better over a clamped base: it must open steeply near the base, and the strain energy this costs grows without limit as the gap becomes uniform.

\textbf{Q.} You compare only the initial and final states. How do walls a nanometre apart know that closing would pay?

\textbf{A.} They do not. Metallic cohesion fades over a few tenths of a nanometre. The walls touch at the base, where the wedge has zero width, and closure must advance from there like a zip. Take the front as straight and level. At zip height $a$ the total energy is
\begin{equation}
F(a)=U(a)-2La\Gamma .
\end{equation}
The front advances without a barrier if $dF/da\le0$ all the way, that is, if
\begin{equation}
\frac{dU}{da}\le2L\Gamma\quad\text{for every }a .
\end{equation}
Write the largest value of $dU/da$ as $qM\Delta^2$. For such a front, the widest gap that zips shut without a barrier, and its stress, are
\begin{equation}
\Delta_{\rm zip}=\frac{\Delta_c}{\sqrt q},\qquad
\bar\sigma_{\rm zip}=\frac{\sigma^*}{2\sqrt q}\quad\text{(wedge)} .
\end{equation}

\textbf{Q.} Could this exceed the energy-equality value?

\textbf{A.} No. Integrating the derivative gives
\begin{equation}
\kappa M\Delta^2h=\int_0^h\frac{dU}{da}\,da\le qM\Delta^2h ,
\end{equation}
so $\kappa\le q$ and $\bar\sigma_{\rm zip}\le\bar\sigma_{\rm eq}$. For the clamped wedge with $h=L/2$, $q=0.66$; doubling the mesh resolution raised it from 0.63, and further refinement settles at 0.67. The zipping stress is $0.61\,\sigma^*$ for both 0.66 and 0.67. The largest $dU/da$ occurs at about three quarters of the height, so the last part of the closure is easier than the part before it.

Between the two gap widths there is a window in which the closed state lies below the open one, yet a straight front meets a barrier part of the way up. A curved front might lower this barrier, and so might attraction across the narrow gap just ahead of the front, which the model leaves out. Hence $\bar\sigma_{\rm zip}$ is an estimate and not an upper limit. The upper limit is $\bar\sigma_{\rm eq}$.

\textbf{Q.} Does a tall island behave differently?

\textbf{A.} First take a tall column with a uniform gap and a front far from both ends. Moving the front by $da$ lengthens the stretched part by $da$ and shortens the relaxed part equally, while the field around the front moves along unchanged. Hence
\begin{equation}
dU=L^2M\left(\frac{\Delta}{L}\right)^2da=M\Delta^2\,da ,
\end{equation}
and the zipping condition becomes $\Delta\le\Delta_c$. There the local condition and the global balance coincide. The finite-element value at mid-height of a clamped column with $h=4L$ is $0.9999\,M\Delta^2$.

That column needs a place to start, so its gap opens linearly over the lowest $L/2$ and is uniform above. Energy equality gives $0.98\,\sigma^*$. The largest $dU/da$, however, lies above the steady value and occurs as the front nears the top of the taper. A coarse mesh gives $1.23\,M\Delta^2$ and a zipping stress of $0.85\,\sigma^*$. Under refinement the peak rises towards about $1.37\,M\Delta^2$ and the zipping stress falls to about $0.80\,\sigma^*$, while the equality value does not change.

A tall wedge is a different limit. If $\delta$ changes slowly over a distance $L$, each slice stretches almost independently and $dU/da\simeq M\delta(a)^2$ to leading order in $L/h$. Then $\kappa\to1/3$ and $q\to1$, so equality gives $0.87\,\sigma^*$ but zipping gives $0.50\,\sigma^*$. For any slowly varying gap in this limit, the ratio of the zipping stress to the equality stress is $\sqrt{\langle\delta^2\rangle}/\delta_{\max}$, where $\delta_{\max}$ is the largest gap. The path therefore matters most when the gap is wide over only a small part of the height.

\section*{Erbium islands}

\textbf{Q.} Put numbers in.

\textbf{A.} Take vapour-deposited erbium with clean walls, $L=40$ nm and $h=20$ nm. Rough typical inputs are $E=70$ GPa, $\nu=0.24$, $\gamma_s=1.0$ J/m$^2$ and $\gamma_{gb}=0.35$ J/m$^2$. Then
\begin{align}
M&=\frac{70}{0.76}=92.1\ {\rm GPa},\qquad \Gamma=2(1.0)-0.35=1.65\ {\rm J/m^2},\\
\Delta_c&=\sqrt{\frac{2(40\times10^{-9})(1.65)}{92.1\times10^9}}\ {\rm m}=1.20\ {\rm nm},\\
\sigma^*&=92.1\times\frac{1.197}{40}\ {\rm GPa}=2.76\ {\rm GPa}.
\end{align}
For the clamped wedge, energy equality allows a top gap of $1.197/\sqrt{0.368}=1.97$ nm and a stress of $92.1\times1.97/(2\times40)=2.27$ GPa. Barrierless zipping with a straight front allows $1.197/\sqrt{0.662}=1.47$ nm and $92.1\times1.47/(2\times40)=1.69$ GPa.

\textbf{Q.} Could heat carry the front over the barrier, so that the larger value applies?

\textbf{A.} Not over most of the window, if the front stays straight. At the upper edge of the window the largest $dU/da$ is $q/\kappa=1.8$ times $2L\Gamma$, and the barrier there is about a quarter of the surface gain, which is $1.6\times10^4$ eV per island. Even one thousandth of that gain is 16 eV, far beyond thermal energy at 300 K. Just above $\Delta_{\rm zip}$ the barrier tends to zero, so heat can shift the threshold slightly. Nor is the barrier the only obstacle. The front stops in a partly zipped minimum of $F(a)$, and the closed state lies below that minimum only over the lowest third or so of the window, up to a top gap of about 1.65 nm and a stress of 1.9 GPa. For wider gaps the partly zipped state is the lower one, so even thermal equilibrium would not favour full closure. A straight front arrested part of the way up leaves at most about $0.46\,\sigma^*$.

\textbf{Q.} A metal film at 1.7 GPa? I would expect it to yield.

\textbf{A.} So would I, if dislocations are present. With $\sigma_{zz}=0$, the largest shear stress is half the in-plane stress. Bowing a dislocation within a height $h$ takes a shear stress of order $\mu b/h$, with shear modulus $\mu=28.2$ GPa and Burgers vector $b=0.36$ nm. The film stress at yield is then
\begin{equation}
\sigma_y\sim\frac{2\mu b}{h}=\frac{2(28.2)(0.36)}{20}\ {\rm GPa}=1.0\ {\rm GPa},
\end{equation}
about 0.60 of the zipping stress. This assumes grains tilted so that the stress can drive slip. If the hexagonal axis is upright, equal in-plane stresses exert no shear on dislocations whose Burgers vector lies in the basal plane, as this one does. That holds for a uniform stress. The clamped wedge also carries local shear on the basal plane, about 0.35 GPa in root mean square at the zipping gap and above $\mu b/h=0.5$ GPa in roughly an eighth of the volume, so the protection is only partial. An island without dislocations could hold more: taking $\mu/2\pi$ as the ideal shear strength gives about 9 GPa. The elastic value is thus a ceiling for islands that contain mobile dislocations.

\textbf{Q.} Does yield win at every size?

\textbf{A.} Not in these estimates. At fixed $h/L$, $\sigma_y$ grows as $1/L$ and the zipping stress as $L^{-1/2}$. They meet at $L\approx40\times0.60^2\approx14$ nm. The top gap would then be about 6\% of $L$, so linear elasticity is strained as well.

\textbf{Q.} How far is all this from a real film?

\textbf{A.} Erbium suits the elastic part: it is nearly isotropic, and at 300 K it is far below its melting point near 1800 K. Its surfaces are reactive, though, and clean walls are the assumption a real deposit most easily breaks. Halving $\gamma_s$ at fixed $\gamma_{gb}$ multiplies the stress by 0.63, which takes 1.69 GPa to about 1.1 GPa, a loss similar to that from yield. Real islands are also rounded and unequal, so some gaps close partly or not at all, which can lower the film average further. A mean elastic strain of $1.69/92.1=1.8\%$ is high for a metal. For clean, dislocation-free islands of this shape I would therefore use 1.7 GPa as the straight-front estimate and about 2.3 GPa as the limit set by the energy balance. Neither is a prediction for a given film. In a plating bath, $\gamma_s$ must be the energy of the metal--electrolyte interface, including whatever is adsorbed there.

\textbf{Q.} And the smaller omissions?

\textbf{A.} With rough elastic constants $c_{11}=c_{33}=85$, $c_{12}=30$ and $c_{13}=23$ GPa and the hexagonal axis upright, $M$ becomes 103 GPa and $\sigma^*$ rises by 5.5\%. Letting the base slide changes the wedge's energy-equality stress from 2.27 to 2.29 GPa. Surface stress on the lost walls, if similar in size to the surface energies, contributes about $\Gamma/L=0.04$ GPa. Stretching the top surface costs about 4.5\% of the energy gain, and finite-strain corrections are of relative order $\Delta_{\rm zip}/L=3.7\%$. Cooling by 100 K with an expansion mismatch of $10^{-5}$ K$^{-1}$ adds or removes 0.09 GPa, depending on the sign of the mismatch.

\textbf{Q.} Might atoms simply diffuse into the boundary and relax the tension?

\textbf{A.} Along the boundary this is negligible at 300 K. The time scale is $k_BTL^3/(M\Omega D_w)$, with atomic volume $\Omega=0.031$ nm$^3$ and $D_w$ the boundary width times its diffusivity. The rough rule $D_w=10^{-14}e^{-10T_m/T}$ m$^3$/s, with $T_m$ the melting temperature, gives about $10^{15}$ s. Diffusion on free surfaces during growth is not covered by this estimate. It can fill a gap before the gap zips shut, and material that arrives in that way need not be stretched at all. The values used here are collected in the numerical output.

\section*{Calculated quantities}
\begin{verbatim}
Young modulus (rough input)            70 GPa
Poisson ratio (rough input)            0.24
free-surface energy (rough input)      1.00 J/m2
grain-boundary energy (rough input)    0.35 J/m2
island period L, height h              40, 20 nm
biaxial modulus M                      92.1 GPa
energy gain Gamma                      1.65 J/m2
surface energy gain per island         16478 eV
critical uniform gap                   1.197 nm
critical strain                        2.99 %
stress bound sigma_star                2.757 GPa
same from finite elements              2.757 GPa
largest error of layer stress law      2.4e-12 (units M*gap/L)
stress ratio to law, pinned walls      1.139
stress at energy equality / sigma_star, clamped, h = L/2:
  linear     gap profile               0.825
  quadratic  gap profile               0.696
  root       gap profile               0.868
  half-sine  gap profile               0.741
wedge: kappa coarse, fine mesh         0.3696, 0.3677
wedge: q coarse, fine mesh             0.6344, 0.6623
wedge: zip height of largest dU/da     0.71 h
wedge: top gap at energy equality      1.97 nm
wedge: stress at energy equality       2.27 GPa
wedge: top gap, barrierless zipping    1.47 nm
wedge: stress, barrierless zipping     1.69 GPa
wedge: zipping stress / sigma_star     0.61
tall column: steady dU/da              0.9999 M*gap^2
tall column: largest dU/da             1.229 M*gap^2
tall column: equality stress           0.976 sigma_star
tall column: zipping stress            0.846 sigma_star
neglected effects (rough inputs):
  Burgers vector                       0.36 nm
  shear modulus                        28.2 GPa
  yield stress with dislocations       1.02 GPa
  yield / zipping stress               0.60
  ideal strength, no dislocations      9.0 GPa
  c11, c12, c13, c33                   85, 30, 23, 85 GPa
  biaxial modulus, c axis upright      102.6 GPa
  anisotropy: change of sigma_star     5.5 %
  wedge equality stress, sliding base  2.29 GPa
  surface-stress term Gamma/L          0.041 GPa
  top-surface work / energy gain       4.5 %
  finite strain, top gap / L           3.7 %
  expansion mismatch, temperature step 1e-05 /K, 100 K
  thermal mismatch stress              0.09 GPa
  sigma_star factor, gamma_s halved    0.63
  temperature / melting point          300 K / 1800 K
  boundary-diffusion relaxation time   1e+15 s
\end{verbatim}
